# Why a bare relaxation time loses electrons, and Mermin's cure: verification in Python

```python
"""
Result under test: relaxation of electrons to a UNIFORM equilibrium destroys
local particle number at finite wavevector q. Relaxation to a LOCAL equilibrium
with the actual density (Mermin) conserves it and has the response
  chi_M = z chi0(q,z) / (w + i g chi0(q,z)/chi0(q,0)),   z = w + i g,
which equals chi0(q,0) at w = 0.
Symbols: w angular frequency, g = 1/tau collision rate, chi0 collisionless
density response to the total potential energy, N0 density of states at the
Fermi level (both spins), kf Fermi wavevector = velocity (mass 1), ell = kf*tau.
Hartree atomic units inside; engineering units in the printout.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from pyscf.dft import libxc

pi = np.pi
BOHR = sc.physical_constants["Bohr radius"][0]
HARTREE = sc.physical_constants["Hartree energy"][0]
TIME = sc.hbar / HARTREE
EV = HARTREE / sc.e
NM = BOHR * 1e9
FS = TIME * 1e15


def close(a, b, rel):
    return abs(a - b) <= rel * max(abs(a), abs(b))


# ---------- full density matrix on a ring of lattice sites ----------
SITES, MODE = 14, 3
RING_T, RING_MU, RING_G = 0.4, -0.5, 0.3
hop = -(np.roll(np.eye(SITES), 1, axis=0) + np.roll(np.eye(SITES), -1, axis=0))
wave = np.exp(2j * pi * MODE * np.arange(SITES) / SITES)


def fermi(e):
    return 1 / (np.exp((e - RING_MU) / RING_T) + 1)


def equilibrium(h):
    e, c = np.linalg.eigh(h)
    return (c * fermi(e)) @ c.T


# change of the equilibrium matrix per local shift of chemical potential
step = 1e-4
local_change = np.zeros((SITES**2, SITES))
for s in range(SITES):
    bump = np.zeros((SITES, SITES))
    bump[s, s] = step
    diff = equilibrium(hop - bump) - equilibrium(hop + bump)
    local_change[:, s] = diff.ravel() / (2 * step)
pick = np.zeros((SITES, SITES**2))
for s in range(SITES):
    pick[s, s * SITES + s] = 1
compress = pick @ local_change


def ring_response(w, kind):
    """Density amplitude and local particle source for unit potential."""
    one = np.eye(SITES)
    rho0 = equilibrium(hop)
    u = np.diag(wave)
    a = (RING_G - 1j * w) * np.eye(SITES**2, dtype=complex)
    a += 1j * (np.kron(hop, one) - np.kron(one, hop.T))
    rhs = (-1j * (u @ rho0 - rho0 @ u)).ravel()
    if kind == "mermin":
        a -= RING_G * local_change @ np.linalg.inv(compress) @ pick
    if kind == "anchored":      # relaxes to equilibrium in the potential
        rhs = rhs - RING_G * local_change @ wave
    x = np.linalg.solve(a, rhs).reshape(SITES, SITES)
    dens = np.diag(x)
    source = -1j * w * dens + 1j * np.diag(hop @ x - x @ hop)
    return np.mean(dens / wave), np.mean(source / wave)


def ring_chi0(z):
    k = 2 * pi * np.arange(SITES) / SITES
    e1 = -2 * np.cos(k)
    e2 = -2 * np.cos(k + 2 * pi * MODE / SITES)
    return np.mean((fermi(e1) - fermi(e2)) / (z + e1 - e2))


ring_w = 0.7
zr = ring_w + 1j * RING_G
c_z, c_0 = ring_chi0(zr), ring_chi0(0.0)
ring_formula = zr * c_z / (ring_w + 1j * RING_G * c_z / c_0)
anch_formula = (ring_w * c_z + 1j * RING_G * c_0) / zr
ring_m, leak_m = ring_response(ring_w, "mermin")
ring_b, leak_b = ring_response(ring_w, "bare")
ring_a, leak_a = ring_response(ring_w, "anchored")
assert close(ring_m, ring_formula, 1e-6)
assert close(ring_b, c_z, 1e-9)
assert close(ring_a, anch_formula, 1e-6)
assert abs(leak_m) < 1e-8
assert close(leak_b, -RING_G * c_z, 1e-8)
assert close(leak_a, -RING_G * (anch_formula - c_0), 1e-6)
# w slightly above zero avoids the exact zero mode of total number
ring_static = ring_response(1e-7, "mermin")[0]
ring_static_bare = ring_response(0.0, "bare")[0]
assert close(ring_static, c_0, 1e-5)
assert close(ring_response(0.0, "anchored")[0], c_0, 1e-6)
assert abs(ring_static_bare / c_0 - 1) > 0.01


# ---------- free-electron response ----------
def lindhard(q, z, kf):
    def psi(v):
        return v / 2 + (1 - v * v) / 4 * np.log((v + 1) / (v - 1))
    s, a = z / (q * kf), q / (2 * kf)
    return kf / pi**2 * (psi(s - a) - psi(s + a)) * kf / q


def lindhard_static(q, kf):
    a = q / (2 * kf)
    log = np.log(abs((1 + a) / (1 - a)))
    return -kf / pi**2 * (0.5 + (1 - a * a) / (4 * a) * log)


def mermin(q, w, g, kf):
    z = w + 1j * g
    c = lindhard(q, z, kf)
    return z * c / (w + 1j * g * c / lindhard_static(q, kf))


def lindhard_quadrature(q, z, kf):
    def f(k):
        slab = 2 * pi * (kf**2 - k**2) / (2 * pi)**3
        return slab * (1 / (z - q*k - q*q/2) - 1 / (z - q*k + q*q/2))
    re = quad(lambda k: np.real(f(k)), -kf, kf)[0]
    im = quad(lambda k: np.imag(f(k)), -kf, kf)[0]
    return re + 1j * im


assert close(lindhard(0.8, 0.3 + 0.2j, 1.0),
             lindhard_quadrature(0.8, 0.3 + 0.2j, 1.0), 1e-7)
assert close(lindhard_static(2.5, 1.0),
             lindhard_quadrature(2.5, 0.0, 1.0), 1e-7)
assert close(lindhard_static(0.8, 1.0), lindhard(0.8, 1e-7j, 1.0), 1e-5)

# ---------- copper-like metal, rough typical inputs ----------
n_nm3, tau_fs, temp, period_nm, freq = 85.0, 25.0, 300.0, 200.0, 1e12
pot_ev = 1e-6
n = n_nm3 * NM**3
tau = tau_fs / FS
g = 1 / tau
kf = (3 * pi**2 * n)**(1 / 3)
ef = kf**2 / 2
N0 = kf / pi**2
ell = kf * tau
wp = np.sqrt(4 * pi * n)
ktf = np.sqrt(4 * pi * N0)
q = 2 * pi * NM / period_nm
w = 2 * pi * freq * TIME
U = pot_ev / EV
resist = sc.m_e / (n_nm3 * 1e27 * sc.e**2 * tau_fs * 1e-15) * 1e8

nodes, weights = np.polynomial.legendre.leggauss(200)
weights = weights / 2


def kinetic_matrix(q, rate, refill, forward=0.0):
    """Streaming, scattering out and, if refill = 1, scattering in."""
    m = np.diag(1j * q * kf * nodes + rate)
    kernel = 1 + 3 * forward * np.outer(nodes, nodes)
    return m - refill * rate * kernel * weights[None, :]


def kinetic(q, w, rate, refill, forward=0.0):
    """Density and current for unit potential energy."""
    a = kinetic_matrix(q, rate, refill, forward) - 1j * w * np.eye(200)
    x = np.linalg.solve(a, -1j * q * kf * nodes)
    return N0 * weights @ x, N0 * kf * (weights * nodes) @ x


def missing(x):
    return np.arctan(x) / x


# static response for three periods
ratios = {}
for p in (20.0, 200.0, 2000.0):
    qp = 2 * pi * NM / p
    ratios[p] = -kinetic(qp, 0.0, g, 0)[0].real / N0
    assert close(ratios[p], 1 - missing(qp * ell), 1e-8)
    assert close(kinetic(qp, 0.0, g, 1)[0], -N0, 1e-7)

# dynamic response, continuity, and independence of the scattering kernel
dens_b, cur_b = kinetic(q, w, g, 0)
dens_m, cur_m = kinetic(q, w, g, 1)
assert close(dens_m, mermin(q, w, g, kf), 1e-5)
assert close(dens_b, lindhard(q, w + 1j * g, kf), 1e-5)
assert close(w * dens_m, q * cur_m, 1e-8)
assert close(-1j * w * dens_b + 1j * q * cur_b, -g * dens_b, 1e-8)
fw = 0.3
dens_f = kinetic(q, w, g / (1 - fw), 1, fw)[0]
assert close(kinetic(q, 0.0, g / (1 - fw), 1, fw)[0], -N0, 1e-7)
forward_change = abs(dens_f / dens_m - 1)
chi_z, chi_s = lindhard(q, w + 1j * g, kf), lindhard_static(q, kf)
chi_a = (w * chi_z + 1j * g * chi_s) / (w + 1j * g)
anchored_leak = abs(g * (chi_a - chi_s) / (w * chi_a))

# Drude limit at long wavelength
q_small = 0.01 * w / kf
drude = n * q_small**2 / (w * (w + 1j * g))
assert close(kinetic(q_small, w, g, 1)[0], drude, 1e-3)

# spurious static current and heat of the bare term
d0, j0 = kinetic(q, 0.0, g, 0)
heat = 0.5 * np.real(j0 * U * np.conj(-1j * q * U))
assert close(heat, 0.5 * g * N0 * (1 - missing(q * ell)) * U**2, 1e-8)
assert abs(kinetic(q, 0.0, g, 1)[1]) < 1e-8 * abs(j0)
j_macm2 = abs(j0) * U * sc.e / (BOHR**2 * TIME) * 1e-10
heat_si = heat * HARTREE / (BOHR**3 * TIME)

# static dielectric functions
eps_m = 1 - 4 * pi * lindhard_static(q, kf) / q**2
eps_b = 1 - 4 * pi * d0.real / q**2
eps_limit = 1 + (wp * tau)**2
q_long = 0.01 / ell
eps_long = 1 - 4 * pi * kinetic(q_long, 0.0, g, 0)[0].real / q_long**2
assert close(eps_long, eps_limit, 1e-3)
atomic_error = 1 - lindhard(ktf, 1j * g, kf).real / lindhard_static(ktf, kf)
assert 0 < atomic_error < 0.01

# decay of a neutral density pattern
slow = -np.linalg.eigvals(-kinetic_matrix(q, g, 1)).real.max()
slow_formula = g - q * kf / np.tan(q * ell)
assert q * ell < pi / 2 and close(slow, slow_formula, 1e-6)
diffusion = kf**2 * tau / 3
q_tiny = 0.05 / ell
slow_tiny = -np.linalg.eigvals(-kinetic_matrix(q_tiny, g, 1)).real.max()
assert close(slow_tiny, diffusion * q_tiny**2, 2e-3)
bare_slow = -np.linalg.eigvals(-kinetic_matrix(q, g, 0)).real.max()
assert close(bare_slow, g, 1e-10)
# beyond qell = pi/2 only the continuum is left (finite angular grid: 5 %)
beyond = -np.linalg.eigvals(-kinetic_matrix(2 / ell, g, 1)).real.max()
assert close(beyond, g, 0.05)


# plasmon: complex zero of the dielectric function
def plasmon(conserving, background):
    qs = 0.02 * wp / kf

    def eps(x):
        z = x + 1j * g
        s = z / (qs * kf)
        c = -N0 * (1 - s / 2 * np.log((s + 1) / (s - 1)))
        if conserving:
            c = z * c / (x - 1j * g * c / N0)
        return background - 4 * pi * c / qs**2
    a = wp / np.sqrt(background) - 0.3j * g
    b = a * 1.001
    fa, fb = eps(a), eps(b)
    for _ in range(40):
        if fb == fa or abs(b - a) < 1e-13 * abs(b):
            break
        a, b, fa = b, b - fb * (b - a) / (fb - fa), fb
        fb = eps(b)
    assert abs(fb) < 1e-7
    return b


plas = {(c, b): plasmon(c, b) for c in (0, 1) for b in (1.0, 5.0)}
for b in (1.0, 5.0):
    assert close(-plas[0, b].imag, g, 5e-3)
    assert close(-plas[1, b].imag, g / 2, 5e-3)

# ---------- size of neglected effects ----------
thermal = pi**2 / 12 * (sc.k * temp / HARTREE / ef)**2
quantum = 1 + lindhard_static(q, kf) / N0
h = 1e-3
v_xc = libxc.eval_xc("lda,vwn", np.array([n * (1 - h), n * (1 + h)]),
                     spin=0, deriv=1)[1][0]
f_xc = (v_xc[1] - v_xc[0]) / (2 * h * n)
xc_factor = 1 / (1 + N0 * f_xc)
hot = 378.0
hot_ratio = 1 - missing(q * ell * temp / hot)
low_ratio, high_ratio = [1 - missing(q * ell * s) for s in (0.8, 1.2)]
film_nm = 40.0
kappa = film_nm / (ell * NM)
film_int = quad(lambda t: (t**-3 - t**-5) * (1 - np.exp(-kappa * t)),
                1, np.inf)[0]
film_factor = 1 / (1 - 1.5 / kappa * film_int)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("RING (hopping = 1): T, mu, g, w =", RING_T, RING_MU, RING_G, ring_w)
print("sites, mode number:", SITES, MODE)
print(f"Mermin response, density matrix: {ring_m:.6f}")
print(f"Mermin response, formula: {ring_formula:.6f}")
print(f"bare response, density matrix: {ring_b:.6f}")
print(f"static: Mermin {ring_static.real:.6f}, chi0 {c_0:.6f}, "
      f"bare {ring_static_bare.real:.6f}")
print("COPPER-LIKE METAL (rough inputs)")
show("electron density", n_nm3, "nm^-3")
show("relaxation time", tau_fs, "fs")
show("temperature", temp, "K")
show("period of potential", period_nm, "nm")
show("amplitude of total potential energy", pot_ev * 1e6, "ueV")
show("resistivity", resist, "uOhm cm")
show("Fermi energy", ef * EV, "eV")
show("Fermi velocity", kf * BOHR / TIME / 1e6, "10^6 m/s")
show("mean free path ell", ell * NM, "nm")
show("q", q / NM, "nm^-1")
show("q ell", q * ell)
for p, r in ratios.items():
    show(f"bare/correct static response, period {p:.0f} nm", r)
show("correct static density amplitude", N0 * U / NM**3 * 1e6, "10^-6 nm^-3")
show("bare static density amplitude", -d0.real * U / NM**3 * 1e6,
     "10^-6 nm^-3")
show("spurious static current amplitude, bare", j_macm2, "MA/cm^2")
show("spurious mean heating, bare", heat_si, "W/m^3")
show("static dielectric function, Mermin", eps_m)
show("static dielectric function, bare", eps_b)
show("bare static dielectric function, q to 0", eps_limit)
show("external potential energy needed, Mermin", eps_m * pot_ev, "eV")
show("Thomas-Fermi wavevector", ktf / NM, "nm^-1")
show("bare static response error at that wavevector", 100*atomic_error, "%")
show("frequency", freq / 1e12, "THz")
show("w tau", w * tau)
show("|response|/N0, Mermin", abs(dens_m) / N0)
show("|response|/N0, bare", abs(dens_b) / N0)
show("|w dn|/|q j|, bare (continuity: 1)", abs(w * dens_b / (q * cur_b)))
show("|leak|/|w dn|, relaxation to f(H0+U)", anchored_leak)
show("neutral pattern decay time, Mermin", FS / slow, "fs")
show("same from diffusion D q^2", FS / (diffusion * q**2), "fs")
show("diffusion constant", diffusion * BOHR**2 / TIME * 1e4, "cm^2/s")
for b in (1.0, 5.0):
    show(f"plasmon energy, background {b:.0f}", plas[1, b].real * EV, "eV")
    print(f"  amplitude damping: Mermin {-plas[1, b].imag*EV*1e3:.2f} meV, "
          f"bare {-plas[0, b].imag*EV*1e3:.2f} meV")
print("NEGLECTED EFFECTS")
show("thermal reduction of static response", thermal, "(fraction)", ".2e")
show("quantum finite-q reduction", quantum, "(fraction)", ".2e")
show("LDA exchange-correlation factor on static response", xc_factor)
show("forward scattering (0.3), response change", 100*forward_change, "%")
print(f"bare/correct ratio, ell -20 % / +20 %: "
      f"{low_ratio:.4f} / {high_ratio:.4f}")
show(f"bare/correct ratio at {hot:.0f} K (tau as 1/T)", hot_ratio)
show(f"resistivity factor, diffuse {film_nm:.0f} nm film", film_factor)
print("finished without a failed check")
```

It prints:

```
RING (hopping = 1): T, mu, g, w = 0.4 -0.5 0.3 0.7
sites, mode number: 14 3
Mermin response, density matrix: -0.221345-0.046141j
Mermin response, formula: -0.221345-0.046141j
bare response, density matrix: -0.202360-0.044217j
static: Mermin -0.216054, chi0 -0.216054, bare -0.205729
COPPER-LIKE METAL (rough inputs)
electron density: 85 nm^-3
relaxation time: 25 fs
temperature: 300 K
period of potential: 200 nm
amplitude of total potential energy: 1 ueV
resistivity: 1.67 uOhm cm
Fermi energy: 7.049 eV
Fermi velocity: 1.575 10^6 m/s
mean free path ell: 39.37 nm
q: 0.03142 nm^-1
q ell: 1.237
bare/correct static response, period 20 nm: 0.8795
bare/correct static response, period 200 nm: 0.2797
bare/correct static response, period 2000 nm: 0.005052
correct static density amplitude: 18.09 10^-6 nm^-3
bare static density amplitude: 5.059 10^-6 nm^-3
spurious static current amplitude, bare: 0.1032 MA/cm^2
spurious mean heating, bare: 1.621e+10 W/m^3
static dielectric function, Mermin: 3.316e+05
static dielectric function, bare: 9.275e+04
bare static dielectric function, q to 0: 1.691e+05
external potential energy needed, Mermin: 0.3316 eV
Thomas-Fermi wavevector: 18.09 nm^-1
bare static response error at that wavevector: 0.2634 %
frequency: 1 THz
w tau: 0.1571
|response|/N0, Mermin: 0.9593
|response|/N0, bare: 0.2784
|w dn|/|q j|, bare (continuity: 1): 0.1552
|leak|/|w dn|, relaxation to f(H0+U): 0.7215
neutral pattern decay time, Mermin: 43.8 fs
same from diffusion D q^2: 49.03 fs
diffusion constant: 206.6 cm^2/s
plasmon energy, background 1: 10.83 eV
  amplitude damping: Mermin 13.17 meV, bare 26.33 meV
plasmon energy, background 5: 4.844 eV
  amplitude damping: Mermin 13.17 meV, bare 26.33 meV
NEGLECTED EFFECTS
thermal reduction of static response: 1.11e-05 (fraction)
quantum finite-q reduction: 4.45e-07 (fraction)
LDA exchange-correlation factor on static response: 1.931
forward scattering (0.3), response change: 2.03 %
bare/correct ratio, ell -20 % / +20 %: 0.2116 / 0.3411
bare/correct ratio at 378 K (tau as 1/T): 0.2093
resistivity factor, diffuse 40 nm film: 1.455
finished without a failed check
```
